Why an inverse-root heat pulse lowers peak surface temperature to π/4

**Question**

I am working on single-pulse heating of a power transistor, with the chip treated as a half-space heated at its surface. An exercise asks me to compare two pulses that deliver the same energy per area E in the same time τ. One has constant flux. The other has a flux that decays as 1/√t from the start of the pulse. I am to show that the second has a peak surface temperature rise equal to π/4 of the first.

For constant flux I know that the surface warms as √t, so its peak is at the end of the pulse. The other case defeats me. Its flux is infinite at t = 0, so I would expect an infinite temperature there, or at least a higher peak than with constant flux. Where does the factor π/4 come from? Is 1/√t special, or would some other shape do better still? And does any of this survive in a real chip, where the power cannot be infinite?

**Answer**

The surface temperature depends on the history of the flux, not on its instantaneous value. A flux that diverges as 1/√t has delivered little energy by the time t is small, and diffusion carries that energy inward at just the rate that keeps the surface temperature finite. To see this, we need the surface response to an arbitrary flux.

**Setting up the response**

Let z be the depth and θ(z,t) the temperature rise above a uniform starting temperature. The conductivity k and the heat capacity per volume C are constant for now. Then

C ∂θ/∂t = k ∂²θ/∂z²,  −k ∂θ/∂z = q(t) at z = 0.

The flux q is positive into the solid and vanishes after τ. Heat loss from the surface to the outside is neglected. Define the diffusivity D = k/C and the effusivity b = √(kC), so that b = C√D.

Suppose first that an energy ε per area enters at the surface in an instant, at t = 0. The rise afterwards is

θ(z,t) = [ε/(b√(πt))] exp(−z²/(4Dt)).

To check this, differentiate it:

∂θ/∂t = θ [−1/(2t) + z²/(4Dt²)],
∂²θ/∂z² = θ [−1/(2Dt) + z²/(4D²t²)].

D times the second line equals the first, so the heat equation holds. The slope at z = 0 vanishes, as it must once the pulse is over. The stored energy is also right, because ∫₀^∞ exp(−z²/(4Dt)) dz = √(πDt) gives

C ∫₀^∞ θ dz = Cε√(πDt)/(b√(πt)) = εC√D/b = ε.

The equation is linear, so a general flux is a sequence of small pulses q(s) ds, each of age t − s. At the surface

θ(t) = [1/(b√π)] ∫₀ᵗ q(s)/√(t−s) ds.  (1)

After the pulse the upper limit becomes τ. Every factor 1/√(t−s) then falls with time, so for a non-negative flux the surface cools from τ onwards and the peak lies within the pulse. For such a flux the surface is also the hottest plane, because the exponential in each contribution decreases with depth.

**Constant flux**

With q = E/τ, and ∫₀ᵗ ds/√(t−s) = 2√t, equation (1) gives

θ(t) = 2E√t/(bτ√π).

This rises until τ, where it reaches

θ_c = 2E/(b√(πτ)).  (2)

**Inverse-root flux**

Write q = A/√t. The energy condition fixes A:

E = A ∫₀^τ dt/√t = 2A√τ, so A = E/(2√τ).

The divergence is therefore integrable. Equation (1) now needs the integral of 1/√(s(t−s)) from 0 to t. Substitute s = t sin²φ. Then

ds = 2t sinφ cosφ dφ,  √(s(t−s)) = t sinφ cosφ,

and φ runs from 0 to π/2. The integrand reduces to the constant 2:

∫₀ᵗ ds/√(s(t−s)) = ∫₀^(π/2) 2 dφ = π.  (3)

The time t has dropped out. The surface jumps to a plateau just after t = 0 and stays there until τ:

θ_s = Aπ/(b√π) = √π E/(2b√τ).  (4)

Divide (4) by (2). E, b and √τ cancel:

θ_s/θ_c = (√π/2)/(2/√π) = π/4 ≈ 0.785.

A second route to the plateau starts from the temperature. If the surface is suddenly held at θ_s, the profile is θ_s erfc(z/(2√(Dt))). Its slope at z = 0 is −θ_s/√(πDt), so the flux needed is kθ_s/√(πDt) = bθ_s/√(πt). This is an inverse-root flux with A = bθ_s/√π, in agreement with (4).

**Where the gain comes from**

By time t the constant flux has delivered the fraction t/τ of the energy, and the inverse-root flux the fraction √(t/τ). The latter delivers half its energy in the first quarter of the pulse. That heat has longer to move inward before the pulse ends.

The lower peak has a price. With constant flux the mean surface rise over the pulse is (2/3)θ_c, since the mean of √(t/τ) is 2/3. With the inverse-root flux it is θ_s = 0.785 θ_c. The peak is lower but the time-averaged surface temperature during the pulse is higher.

After the pulse, the same integrals with upper limit τ give

constant: θ = θ_c [√(t/τ) − √(t/τ − 1)],
inverse-root: θ = θ_s (2/π) arcsin√(τ/t).

For t ≫ τ the bracket tends to ½√(τ/t) and the arcsine to √(τ/t). Both rises then become E/(b√(πt)), the response to an instantaneous pulse, and the shape of the flux is forgotten.

**Is there a better shape?**

No, within this linear half-space model and for fixed E and τ. Take any integrable flux, even one that changes sign, and form a weighted integral of its surface rise. Insert (1) and exchange the order of integration:

∫₀^τ θ(t)/√(τ−t) dt = [1/(b√π)] ∫₀^τ q(s) { ∫ₛ^τ dt/√((t−s)(τ−t)) } ds.

With t = s + u, the inner integral is (3) over an interval of length τ − s, so it equals π for every s. Hence

∫₀^τ θ(t)/√(τ−t) dt = √π E/b.  (5)

The right-hand side depends on the energy but not on the shape. Let M be an upper bound on θ during the pulse. The left-hand side is then at most M ∫₀^τ dt/√(τ−t) = 2M√τ, and therefore

M ≥ √π E/(2b√τ) = θ_s.

No flux can have a peak below θ_s. Equality requires θ = M at almost every time in the pulse. Applying (5) with an earlier end time t, up to which the energy Q(t) has been delivered, then gives √π Q(t)/b = 2M√t. Differentiating yields q = dQ/dt = bM/√(πt). The inverse-root flux is thus the unique optimum, apart from changes at isolated instants that carry no energy.

A numerical search supports this without assuming the answer. The pulse was cut into 200 equal intervals with a free, possibly negative, flux in each, and the highest temperature at the interval ends was minimised. The lowest ratio to θ_c was 0.7864, slightly above π/4 as expected for finite intervals. The optimal flux delivered 0.498 of its energy by τ/4, against 1/2 for the inverse-root law.

It is also clear what goes wrong with a steeper decay. For q ∝ t^(−a) with a < 1, put s = tx in (1). The surface rise is then proportional to t^(1/2−a). For a < 1/2 it grows until the end of the pulse. For 1/2 < a < 1 the energy is still finite but the surface temperature diverges at t → 0. Your expectation of an infinite temperature is right for those fluxes; a = 1/2 is the borderline.

**When the power is limited**

A real source has a largest flux. Let it be m times the average E/τ. One simple shape holds the flux at q_m = mE/τ until a time t₁ and then lets it fall as q_m√(t₁/t). Write r = √(t₁/τ). The energy is

E = q_m t₁ + 2q_m√t₁(√τ − √t₁) = q_m τ(2r − r²).

Since q_mτ = mE, this gives m(2r − r²) = 1, or (1−r)² = 1 − 1/m. The root below 1 is

r = 1 − √(1 − 1/m).

For t₁ ≤ t ≤ τ, put ρ = √(t₁/t). The first part of the flux contributes 2(√t − √(t−t₁)) to the integral in (1), per unit q_m. In the second part, φ runs from arcsin ρ to π/2, which contributes √t₁(π − 2 arcsin ρ). Taking out √t₁,

θ(t) = [q_m√t₁/(b√π)] F(ρ),
F(ρ) = 2[1 − √(1−ρ²)]/ρ + π − 2 arcsin ρ.

Differentiating the first term of F gives −2/ρ² + 2√(1−ρ²)/ρ² + 2/√(1−ρ²). Its last piece cancels the derivative of −2 arcsin ρ, which leaves

dF/dρ = −2[1 − √(1−ρ²)]/ρ² < 0.

As time passes ρ falls, so F rises and the peak is at τ, where ρ = r. The energy condition gives q_m√t₁ = E/[√τ(2−r)]. Dividing by (2),

θ_peak/θ_c = F(r)/[2(2−r)].  (6)

For m = 1 we have r = 1 and F = 2, so the ratio is 1, as it must be for constant flux. For m → ∞, r → 0 and F → π, which returns π/4. For m = 4, r = 0.134 and the ratio is 0.806. A cap of only four times the average therefore keeps most of the gain. I do not claim that this shape is the best one under a cap.

**Numbers for a silicon power transistor**

Take rough values for silicon: k = 1.5 W/(cm K) and C = 1.65 J/(cm³ K). Then b = √(1.5 × 1.65) = 1.573 J/(cm² K s^½) and D = 1.5/1.65 = 0.909 cm²/s. Let the pulse deliver E = 0.7 J/cm² in τ = 20 µs, starting at 300 K. The average flux is 35 kW/cm². From (2),

θ_c = 2 × 0.7/[1.573 × √(π × 20×10⁻⁶)] = 112 K,
θ_s = (π/4) × 112.3 K = 88 K.

The peak temperatures are 412 K (139 °C) and 388 K (115 °C), a difference of 24 K. At a quarter of the pulse the order is reversed: the constant flux has raised the surface by 56 K, the inverse-root flux by the full 88 K. At 2τ the rises are 46.5 K and 44.1 K.

With the flux capped at 140 kW/cm², the cap ends at t₁ = 0.36 µs and the peak rise is 90.5 K, about 2 K above the ideal plateau. The initial temperature gradient is still much steeper than with constant flux. If all the heat enters at the surface, the gradient there is q/k, or 9.3 K/µm at the cap against 2.3 K/µm at the average flux. Heat released over a depth of a few micrometres lowers the first figure, but by itself leaves it well above the second. Metal on the front, considered below, narrows the gap further. Where damage depends on gradients or on time spent hot, a lower peak does not by itself make the pulse gentler.

**How far a real chip departs from π/4**

These numbers represent a severe single pulse in a low-voltage vertical transistor. At 40 V the average flux corresponds to 875 A/cm² flowing while the device supports its full voltage, which is far from ordinary on-state conduction. The capped pulse starts at four times this current density, 3500 A/cm², and is an option only if the device can carry that safely at 40 V. The diffusion length √(Dτ) is 43 µm. For a 150 µm die with an insulated back face, the back face changes the constant-flux rise by a fraction of only 3×10⁻⁷, so the half-space is a good picture in depth. On a square die of 0.1 cm², about 5% of the area lies within one diffusion length of the edge, where the one-dimensional picture is least secure. The conductivity used is that of lightly doped silicon. Most of the thickness of such a die is heavily doped substrate, which conducts less well, so the real rises are higher. For a uniform body they scale as 1/√k, and k = 1.0 W/(cm K) would turn 112 K into about 138 K with the ratio unchanged. A 4 µm layer with k = 1.5 on a substrate with k between 1.0 and 0.7 gives a ratio of 0.79 to 0.80.

Three other assumptions matter more. I estimated them by solving the heat equation numerically with both pulse shapes, keeping E and τ fixed. Peaks were read after 0.8 µs because the first time steps are not resolved. For the ideal half-space this solution gives a ratio of 0.786.

First, the properties of silicon change with temperature. I took k ∝ T^(−1.3) and C ∝ T^0.35, both rough laws in absolute temperature. The peaks become 126 K and 97.5 K, with ratio 0.77. The plateau itself survives, for a reason that can be derived. If θ depends only on η = z/√t, then ∂θ/∂t = −(η/2t) dθ/dη and ∂θ/∂z = (1/√t) dθ/dη. The heat equation becomes

−(η/2) C(θ) dθ/dη = d/dη [k(θ) dθ/dη],

from which t has disappeared. A constant surface temperature is therefore still accompanied by a flux proportional to 1/√t. What changes is the height of the plateau for a given energy, so the ratio is no longer tied to π/4.

Second, heat is released over a finite depth. Spreading it uniformly over 3 µm gives 109 K and 86 K, with ratio 0.79.

Third, metal on the front stores heat. A 4 µm aluminium layer, assumed to share the temperature of the silicon surface, gives 100 K and 81 K, with ratio 0.82. This is the largest of the three changes to the ratio.

With all three together the peaks are 104 K and 86 K, and the ratio is about 0.825. Replacing the ideal inverse-root flux by the capped one raises the second peak to 88 K and the ratio to 0.84. The saving is then about 16 K instead of the ideal 24 K.

The diffusion law also fails at very early times. With a rough mean free path Λ = 0.3 µm for the heat carriers, the time scale Λ²/D is about 1 ns. By then the ideal inverse-root pulse has delivered √(1 ns/20 µs) ≈ 0.7% of its energy. This is only an order of magnitude, since the time grows as Λ²: a path of 1 µm would give 11 ns and 2.3% of the energy. Silicon has a wide spread of paths, and part of its conductivity comes from paths of several micrometres. For 5 µm the same estimate gives about 0.3 µs and 12% of the energy, comparable with t₁. The temperatures and gradients in the first fraction of a microsecond are therefore less secure than the peaks at the end of the pulse.

One limitation is not covered by these estimates. The model assumes uniform heating over the chip. If the current crowds into a small region, and the local heating reinforces the crowding, the local peak can be much higher, and a large early flux may make matters worse. The advantage of a front-loaded pulse should be relied on only where the current stays uniform at the initial power.

The advantage also depends on the pulse being short compared with the diffusion time through the body. In the opposite limit, take an insulated layer of thickness L ≪ √(Dτ). Its temperature is nearly uniform by the end of the pulse, and both shapes end with a rise close to E/(CL). The early plateau of the inverse-root pulse is of order E/(C√(Dτ)), which is much smaller, so it does not set the peak. The ratio tends to 1: there is no cold material left for the early heat to spread into.

The numerical output below gives the values used here.

Values computed for the example and the checks

```
conductivity 1.5 W/(cm K), heat capacity 1.65 J/(cm3 K)
diffusivity 0.909 cm2/s, effusivity 1.573 J/(cm2 K s^0.5)
pulse energy 0.7 J/cm2, duration 20 us, start 300 K
diffusion length sqrt(D tau) 42.6 um
average flux 35.0 kW/cm2
current density at 40 V 875 A/cm2
inverse-root flux at tau/100 175.0 kW/cm2
inverse-root flux at tau 17.5 kW/cm2
peak rise, constant flux 112.3 K
peak rise, inverse-root flux 88.2 K
reduction of peak 24.1 K
peak temperature, constant 412.3 K = 139.1 C
peak temperature, inverse-root 388.2 K = 115.0 C
pi/4 0.78540, ratio by quadrature 0.78540
ratio from heat-equation solver 0.7859
rise at tau/4: constant 56.1 K, root 88.2 K
rise at 2 tau: constant 46.5 K, root 44.1 K
lowest peak ratio found by linear program, 200 bins 0.7864
its energy share delivered by tau/4 0.498
identity, oscillating flux: 1.89708 and 1.89708
flux cap 4 x average = 140 kW/cm2
cap: r 0.1340, ends at 0.359 us, ratio 0.8058
cap: peak rise 90.5 K
neglected effects: constant-flux peak, inverse-root peak, ratio
  k and C vary with T: 126.2 K, 97.5 K, 0.773
  3 um heated layer: 108.8 K, 86.4 K, 0.794
  4 um front aluminium: 99.7 K, 81.4 K, 0.817
  all three: 104.3 K, 86.1 K, 0.825
  all three, capped flux: 104.3 K, 88.0 K, 0.843
exponents in T: conductivity -1.3, heat capacity 0.35
front aluminium heat capacity 0.96 mJ/(cm2 K)
die thickness 150 um, back-face effect 3.1e-07 of the rise
die area 0.1 cm2, share within one diffusion length of edge 5.4 %
heat-carrier mean free path 0.3 um, diffused across in 1.0 ns
```
